Mean-square field of statistically polarized surface protons at a shallow sensor

**Question.** A single electron spin used as a magnetic sensor sits 5 to 10 nm below a flat surface. A thick layer rich in hydrogen covers the surface, and its protons have practically no thermal polarization. How large is the fluctuating proton field at the sensor, how does it depend on proton density and sensor depth, and how much coherence does it cost the sensor?

**Answer.**

**Why there is a field at all**

An unpolarized set of N spins has zero average moment, but its moment in any one run is not zero. Random contributions of either sign leave a remainder of order √N, called statistical polarization. For a shallow sensor N is small enough for this remainder to matter.

A scaling estimate comes first. Let ρ be the number density of protons and d the depth of the sensor below the first protons. The dipole field falls as 1/r³, so the protons that matter lie within a distance of order d, and there are about ρd³ of them. Each gives a field of order K/d³, where

K = μ₀ħγp/(4π)

and γp is the proton gyromagnetic ratio. Adding random signs gives

B_rms ~ √(ρd³) · K/d³ = K √(ρ/d³).

The mean-square field therefore goes as ρ/d³, and the rms field as ρ^(1/2) d^(−3/2). The numerical factor requires the angular dependence of the dipole field and a decision about which part of the field the sensor detects.

**The field of one proton**

Put the sensor at the origin and let the protons fill the half-space z > d, where z is measured along the surface normal. A static field B₀ points along the sensor axis n, which makes an angle α with the normal. The sensor is a two-level system whose level splitting responds to the field component along n. Transverse proton fields are neglected because they are far too weak and too slow to drive transitions between the sensor levels.

A proton at r = r r̂ has the moment ħγp I, with I the dimensionless spin-1/2 operator. Its dipole field at the origin, projected on n, is

B_n = (K/r³) a·I,  a = 3(n·r̂) r̂ − n.

With c = n·r̂, the squared length of a is

|a|² = 9c² − 6c² + 1 = 1 + 3c².

Its component along n is a∥ = 3c² − 1, so the square of its transverse part is

a⊥² = (1 + 3c²) − (3c² − 1)²
= 1 + 3c² − 9c⁴ + 6c² − 1
= 9c²(1 − c²).

**Averages over the unpolarized state**

With negligible thermal polarization, the density operator of the protons is proportional to the identity. For one proton, the square of any spin component is 1/4, and the symmetrized product of two different Cartesian components vanishes, so

⟨I_a I_b⟩ = δ_ab/4.

For two different protons the trace factorizes into two traces of single spin components, each of which is zero. The variances therefore add without cross terms. Interactions between the protons do not alter this equal-time result as long as the state remains proportional to the identity.

Time dependence separates the two parts of a. The component of I along n is conserved in the field B₀, while the transverse components precess at ω = γpB₀. A transverse component has the correlation function (1/4) cos ωt, so one proton contributes

C(t) = (K²/4r⁶) [(3c² − 1)² + 9c²(1 − c²) cos ωt].

The first term is a field that is random from run to run but constant within a run. The second is the oscillating field. A test with two protons, in which the spin matrices were evolved explicitly, confirmed this correlation function.

Write B_ac² for the mean square of the oscillating part. In one run this part is

B(t) = X cos ωt + Y sin ωt,  ⟨X²⟩ = ⟨Y²⟩ = B_ac².

B_ac is thus the rms field. The mean-square amplitude, ⟨X² + Y²⟩, is twice B_ac².

**From a sum to an integral**

When ρd³ ≫ 1, the sum over protons may be replaced by ρ times a volume integral:

B_ac² = (K²ρ/4) G,  G = ∫ 9c²(1 − c²)/r⁶ d³r.

Consider a direction at polar angle β from the surface normal, with u = cos β. Along it the protons begin at r = d/u. Since d³r contains r² dr, the radial integral is

∫ r⁻⁴ dr from d/u to ∞ = u³/(3d³).

This is where the inverse cube of the depth comes from. What remains is an angular integral that does not contain d.

With C = cos α, S = sin α and φ the azimuth about the surface normal,

c = C u + S √(1 − u²) cos φ.

Odd powers of cos φ average to zero, cos²φ averages to 1/2 and cos⁴φ to 3/8. Hence

⟨c²⟩ = C²u² + (1/2) S²(1 − u²),

⟨c⁴⟩ = C⁴u⁴ + 3C²S² u²(1 − u²) + (3/8) S⁴(1 − u²)².

In the middle term, the binomial factor 6 has been multiplied by 1/2.

Both averages must be weighted with u³ and integrated from 0 to 1. The integrals of u³, u⁵ and u⁷ are 1/4, 1/6 and 1/8, so

J₂ = ∫ u³⟨c²⟩ du
= C²/6 + (S²/2)(1/4 − 1/6)
= C²/6 + S²/24,

J₄ = ∫ u³⟨c⁴⟩ du
= C⁴/8 + 3C²S²(1/6 − 1/8) + (3/8)S⁴(1/4 − 1/3 + 1/8)
= C⁴/8 + C²S²/8 + S⁴/64
= C²/8 + S⁴/64.

The last line uses C⁴ + C²S² = C². The difference is

J₂ − J₄ = C²/24 + S²/24 − S⁴/64
= 1/24 − S⁴/64
= (8 − 3S⁴)/192.

The azimuthal integration supplies 2π, the radial one 1/(3d³), and the integrand has a factor 9:

G = 2π · 9/(3d³) · (8 − 3S⁴)/192 = π(8 − 3S⁴)/(32d³).

Multiplying by K²ρ/4 gives

B_ac² = K²ρ π(8 − 3 sin⁴α)/(128 d³).

For an axis with cos²α = 1/3, such as a cube diagonal below a cube face, sin⁴α = 4/9 and 8 − 4/3 = 20/3. Then

B_ac² = 5πK²ρ/(96 d³).

**The static part**

The total variance follows from |a|² = 1 + 3c²:

∫ u³(1 + 3⟨c²⟩) du = 1/4 + 3J₂
= 1/4 + C²/2 + S²/8
= (3/8)(1 + C²),

where S² = 1 − C² was used. Multiplication by 2π/(3d³) and by K²ρ/4 gives

B_tot² = K²ρ π(1 + cos²α)/(16 d³).

Subtracting the oscillating part leaves

B_dc² = K²ρ π(8 cos²α + 3 sin⁴α)/(128 d³).

Direct quadrature over the half-space agreed with all three formulas at four orientations and two depths.

**Numbers**

Take a model layer with ρ = 60 nm⁻³ and a sensor axis with cos²α = 1/3. The constant K is 2821 nT nm³, and the coefficient 5π/96 is 0.1636. At d = 5 nm,

B_ac² = 0.1636 × (2821 nT nm³)² × 60 nm⁻³ / (125 nm³)
≈ 6.25 × 10⁵ nT²,

B_ac ≈ 791 nT, or 0.79 μT.

At 10 nm the mean square is eight times smaller, 7.81 × 10⁴ nT², and the rms field is smaller by 2^(3/2) ≈ 2.83:

B_ac ≈ 280 nT, or 0.28 μT.

Between these depths the rms field is 601 nT at 6 nm, 477 nT at 7 nm and 391 nT at 8 nm. The rms field is thus hundreds of nanotesla throughout this range, while the law ρ/d³ belongs to its square.

For small changes, δB_ac/B_ac = −(3/2) δd/d. An error of 10 % in the depth therefore changes the predicted field by about 15 %. Conversely, a measured B_ac gives the depth as

d = [5πK²ρ/(96 B_ac²)]^(1/3)

for this axis. An error of 10 % in the density then shifts d by about 3 %, since d ∝ ρ^(1/3).

Orientation matters much less than depth. At 5 nm the rms oscillating field is 866 nT for an axis along the normal and 685 nT for an axis in the surface plane. These are the extremes of the formula, because 8 − 3 sin⁴α falls steadily between the two orientations. The static rms field for the example axis is 612 nT at 5 nm and 217 nT at 10 nm.

The value of B₀ does not enter B_ac. It sets the frequency, 2.13 MHz at 50 mT. It must, however, be strong enough for the protons to precess about n and not about the local fields of their neighbours.

**Which protons produce the field**

If the layer has a finite thickness t, the radial integral runs from d/u to (d + t)/u and becomes

(u³/3) [1/d³ − 1/(d + t)³].

The angular factor is unchanged, so such a layer supplies the fraction

F = 1 − [d/(d + t)]³

of the mean square from a half-space. At d = 5 nm the first nanometre gives 42 % of it. Half comes from a thickness t = (2^(1/3) − 1)d, which is 1.3 nm here. Quadrature over finite layers confirmed the formula for F.

The opposite limit, t ≪ d, has a different depth law. There F ≈ 3t/d, and with the areal density σ = ρt the example axis gives

B_ac² ≈ 5πK²σ/(32 d⁴).

The rms field of a thin film therefore falls as 1/d² and not as d^(−3/2). A depth inferred with the half-space formula is too large if the protons in fact form a thin film, because the missing signal is read as extra distance. A proton-free gap acts differently: it adds its thickness to d, since d is measured to the first protons.

To count the protons that matter, let b_i be the rms oscillating field of proton i,

b_i = 3K |c_i| √(1 − c_i²)/(2r_i³),

and define

N_eff = (Σb_i²)²/Σb_i⁴.

N protons of equal strength would give N_eff = N. Since Σb_i² scales as ρ/d³ and Σb_i⁴ as ρ/d⁹, N_eff scales as ρd³. A sum over protons on a cubic lattice of density ρ gives N_eff ≈ 1.7 × 10⁴ at 5 nm. The strongest single proton of this lattice contributes about 15 nT rms, so the field of 791 nT is a collective one.

The same lattice sum tests the continuum limit. It gives 0.994 of the continuum mean square. The lattice was cut off 30 nm above the surface, which by the formula for F costs (5/35)³ ≈ 0.3 %. The rest of the difference comes from the sideways cut at 40 nm and from the finite lattice spacing, which were not separated.

**Statistical against thermal polarization**

For N_eff equal spins the rms polarization along a given direction is 1/√N_eff, here 7.7 × 10⁻³. The thermal polarization at 300 K and 50 mT is

P = tanh(ħω/2k_BT_s) ≈ 1.7 × 10⁻⁷,

where T_s is the temperature. The statistical value is larger by a factor of about 4.5 × 10⁴. In addition, the thermal polarization points along B₀, so any mean field it produces is static. The size of that mean field depends on the shape of the whole layer: a uniformly polarized flat layer much wider than it is thick produces almost none outside itself. An oscillating mean would require the protons to be tipped first by a pulse.

The comparison reverses for large volumes. The statistical polarization falls as (ρd³)^(−1/2), while P does not depend on the number of spins.

**What the field does to the sensor**

Let the sensor be in an equal superposition of its two levels, with a splitting that changes by ħγeB_n, where γe is the magnitude of the free-electron gyromagnetic ratio. Ideal π pulses are applied half a Larmor period apart, the first one after a quarter period. Each pulse reverses the sign with which the sensor accumulates phase, so

φ = γe ∫ y(t) B(t) dt,  y(t) = sign(cos ωt).

Over a whole number of Larmor periods the constant field integrates to zero, and so does the sine quadrature. The cosine quadrature is rectified: the average of |cos ωt| is 2/π. For a total time T,

φ = (2/π) γe T X,

⟨φ²⟩ = (2γeT/π)² B_ac².

If X is Gaussian, the coherence that remains, relative to its value without the protons, is

W = ⟨cos φ⟩ = exp(−⟨φ²⟩/2).

The Gaussian assumption can be checked. The quadrature X is a sum of independent terms ±b_i, for which

⟨X⁴⟩ = 3(Σb_i²)² − 2Σb_i⁴.

The relative excess over the Gaussian value, ⟨X⁴⟩/⟨X²⟩² − 3, is −2/N_eff, or about −10⁻⁴ at 5 nm.

The quantum treatment leads to the same place. To leading order in the ratio of coupling to ω, the two sensor states rotate proton i in opposite senses about a common transverse axis. The overlap of the two evolutions is cos φ_i with φ_i = (2/π)γeTb_i, so

W = Π cos φ_i.

For small φ_i, ln cos φ_i ≈ −φ_i²/2, and the product becomes the Gaussian expression. Explicit propagation of one proton, with a coupling much stronger than any in this example, gave 0.9556 for its factor, and the cosine gives the same value to this accuracy.

With 40 pulses the total time is T = 9.4 μs, which is 20 Larmor periods. At 5 nm the phase variance is 0.693 rad², so

W = exp(−0.347) ≈ 0.71.

At 10 nm the variance is 0.087 rad² and W ≈ 0.96. The lattice product at 5 nm is 0.709, against 0.707 from the continuum formula. The small excess corresponds to the 0.6 % deficit of the lattice in the mean square.

Because ⟨φ²⟩ grows as T², W reaches 1/e when ⟨φ²⟩ = 2. If the protons keep their phase and their places for that long, this takes 9.4 μs × √(2/0.693) ≈ 16 μs at 5 nm and about 45 μs at 10 nm. This time scales as d^(3/2)/√ρ.

**Choosing what the sensor feels**

The pulse spacing decides which part of the proton field matters. Consider the same 20 Larmor periods without pulses. The oscillating field now integrates to zero and the static part survives, with φ = γeTB_static. From the two coefficients, B_dc²/B_ac² = 0.0982/0.1636 = 0.60, so at 5 nm

⟨φ²⟩ = 0.693 × (π²/4) × 0.60 ≈ 1.03 rad².

If this field is treated as Gaussian too, W ≈ exp(−0.51) ≈ 0.60. Free precession thus loses more coherence to the protons than the resonant sequence does, although the static field is the weaker one: it acts with full weight, while the rectified field has the weight 2/π.

Now apply 80 equally spaced pulses in the same time, the first after half a spacing. The function y(t) then has the fundamental frequency 2ω and contains odd multiples of it. It has no constant part and no part at ω, so over the 20 periods both proton contributions integrate to zero at this order. The resonant spacing serves to detect the protons, and the shorter one to protect the sensor from them.

**Where the estimate fails**

The variance and the coherence have different conditions. The mean square needs point dipoles, uniform density, a flat surface, negligible polarization and many protons within a distance d. Diffusion does not change it while the density stays uniform, because it is an equal-time average.

The phase formula also needs X and Y to stay constant during T. Protons that diffuse a distance of order d, or lose their phase through mutual interactions, within that time make the phase contributions partly independent. The rectified signal then no longer grows as T², and neither the values of W nor the 1/e times above apply. Both conditions can be compared with the example. In a rigid layer, neighbours at the distance ρ^(−1/3) couple with a strength of about γpKρ ≈ 4.5 × 10⁴ rad/s, so the protons lose their phase in a time of order 1/(4.5 × 10⁴ s⁻¹) ≈ 20 μs. This counts one neighbour of an evenly spaced set. Summing the second moment over the whole cubic lattice and assuming a Gaussian decay gives 11 to 28 μs, depending on the direction of B₀. Real solids hold closer pairs, and pairs 0.158 nm apart, as in a water molecule, give about 11 μs on their own. Over this range W at 5 nm lies between 0.71 and 0.73, the 1/e time of 16 μs at 5 nm becomes 16 to 19 μs, and that of 45 μs at 10 nm becomes 57 to 110 μs and is not reliable. In a liquid this coupling is largely averaged out, but the protons move. The time for diffusion over a distance d is of order d²/D, with D the diffusion coefficient. At 5 nm it equals the sensing time of 9.4 μs for D ≈ 2.7 × 10⁻¹² m²/s, and the value W ≈ 0.71 requires a D well below this. For protons diffusing above a reflecting surface, W at 5 nm is about 0.72 for D = 10⁻¹³ m²/s and 0.84 for D = 2.7 × 10⁻¹² m²/s. Bulk water, with D ≈ 2.3 × 10⁻⁹ m²/s, lies about a thousand times above the threshold: W is then about 0.998 and the resonant signal almost disappears, although the rms field is unchanged. The values of W given above therefore belong to rigid or very viscous layers. A mobile liquid is most critical for the shallowest sensors, where the field itself is largest.

Finally, W contains the protons alone. Other spins at the surface or in the host of the sensor, electric noise and pulse errors reduce the coherence further. The numerical output below gives the values used here.

Numbers as computed

```
proton density: 60 nm^-3
axis angle to surface normal: 54.74 deg
static field B0: 50 mT
temperature: 300 K
dipole constant K: 2821.2 nT nm^3
ac coefficient, example axis: 0.16362
static coefficient, example axis: 0.09817
total coefficient, example axis: 0.26180
ac coefficient, axis along normal: 0.19635
ac coefficient, axis in surface plane: 0.12272
depth 5 nm: mean square 6.251e+05 nT^2, rms 790.6 nT
depth 6 nm: mean square 3.618e+05 nT^2, rms 601.5 nT
depth 7 nm: mean square 2.278e+05 nT^2, rms 477.3 nT
depth 8 nm: mean square 1.526e+05 nT^2, rms 390.7 nT
depth 10 nm: mean square 7.814e+04 nT^2, rms 279.5 nT
static rms field at 5 nm: 612.4 nT
static rms field at 10 nm: 216.5 nT
ac rms at 5 nm, axis along normal: 866.1 nT
ac rms at 5 nm, axis in plane: 684.7 nT
fraction from first 1 nm, depth 5 nm: 0.421
layer giving half the mean square, depth 5 nm: 1.30 nm
lattice spacing: 0.2554 nm
lattice sum / continuum mean square, 5 nm: 0.9938
largest single-proton rms field, 5 nm: 15.31 nT
effective number of protons, 5 nm: 16744
statistical polarization 1/sqrt(N_eff): 7.73e-03
thermal polarization: 1.70e-07
proton Larmor frequency: 2.1289 MHz
number of pi pulses: 40
pulse spacing: 0.2349 us
total sensing time: 9.395 us
depth 5 nm: phase variance 0.6933 rad^2, coherence 0.7070
depth 10 nm: phase variance 0.0867 rad^2, coherence 0.9576
coherence from lattice product, 5 nm: 0.7086
one-proton test coherence, propagated: 0.95562
one-proton test coherence, cosine: 0.95562
```
